The Dirac Thomas-Reiche-Kuhn Sum and What It Tests in a Pseudospectrum

**1. A sum of one that becomes zero**

An electron bound in an atom can be driven by light to many other states. In nonrelativistic theory, for one electron in a local potential, its dipole oscillator strengths, summed over all final states, give one. A calculation with the Dirac equation in a finite radial basis yields a discrete set of pseudostates, some above and some below the gap between positive and negative energies. What should their strengths add up to, and what does the answer say about the basis?

Atomic units are used, with c = 137.036. The Hamiltonian is

H = c α·p + βc² + V(r),

with V a local scalar potential. Let a be a normalized, exponentially decaying bound state of energy E_a, and ε = E_a − c². For a point nucleus, V = −Z/r, we require Z/c < √3/2, so that H is self-adjoint without an extra boundary condition at the nucleus. Define

f_n = (2/3)(E_n − E_a) Σ_i |<n|x_i|a>|².

The sum of f_n over the complete spectrum, continua included as integrals, is zero. Let S₊ and S₋ be its positive- and negative-energy parts. This is a statement about the completeness of a one-particle spectrum. It does not say that an atom can make transitions into the negative-energy states.

**2. The double commutator**

From [x_i, p_j] = iδ_ij, and because x_i commutes with β and V,

[x_i, H] = icα_i.

The matrix α_i commutes with x_i, so

[x_i, [x_i, H]] = 0.

For H = p²/2 + V the first commutator is ip_i and the second is −1; that is the origin of the nonrelativistic sum of one. The Dirac operator is linear in p, so nothing is left for the second commutator.

To obtain the sum, apply H to x_i a:

H x_i a = x_i H a − [x_i, H]a = E_a x_i a − icα_i a.

The right side is square integrable. Inserting the complete set,

Σ_n (E_n − E_a)|<n|x_i|a>|² = <x_i a|(H − E_a)x_i a> = −ic<a|x_iα_i|a>.

The left side is real. Since x_i and α_i are commuting Hermitian operators, the last expectation value is real and the right side is imaginary. Both are therefore zero. The sum converges absolutely: by the Cauchy-Schwarz inequality, Σ|E_n − E_a||<n|x_i|a>|² is at most ‖x_i a‖ ‖cα_i a‖ = c‖x_i a‖.

The proof uses only that the potential commutes with x_i. A magnetic term cα·A(r) does so too and changes nothing. A nonlocal exchange potential in general does not, and then its own double commutator remains.

**3. How large are the two parts?**

Taking the first commutator between n and a gives

(E_n − E_a)<n|x_i|a> = −ic<n|α_i|a>,

and therefore

S₋ = −(2c²/3) Σ₋ Σ_i |<n|α_i|a>|²/(E_a − E_n).

Since α_i² = 1, the squares summed over all n and i give 3. For weak binding nearly all of this belongs to negative energies, where E_a − E_n ≈ 2c². Thus S₋ → −1 and S₊ → 1: the positive-energy states alone recover the nonrelativistic rule.

The first correction needs two ingredients. Let h = cα·p + βc², E_p = √(c⁴ + c²p²), and let P± = ½(1 ± h/E_p) be the free projectors. To first order in p/c, P± ≈ ½(1 ± β) ± α·p/(2c). The potential couples the two spaces through P₋VP₊ = P₋[V, P₊], and [V, α·p/(2c)] = iα·∇V/(2c). Divided by the gap 2c², this is an admixture of local size |∇V|/c³, which is (Z/c)³ at typical radii of a hydrogenlike state. For an s state and a point nucleus, |∇V|a is not square integrable at the origin; momenta up to p ~ c then contribute, and the norm of the admixture scales as (Z/c)^(5/2). Either way it lies beyond the order (Z/c)² kept here and is dropped.

First ingredient, the positive-energy share. The anticommutation rules give hα_i + α_i h = 2cp_i. Place this between two factors P₊, where h acts as E_p:

2E_p P₊α_iP₊ = 2cp_i P₊, so P₊α_iP₊ = (cp_i/E_p)P₊.

Hence Σ_i ‖P₊α_i a‖² ≈ <p²>/c², and the negative-energy share is 3 − <p²>/c².

Second ingredient, the denominator. With ha = (E_a − V)a,

(E_a − H)α_i a = (E_a − V)α_i a + α_i ha − 2cp_i a = 2(E_a − V)α_i a − 2cp_i a.

At this order p_i a has no negative-energy part. Write E_a − H = 2c² + D on the negative-energy space. Summed over i, the expectation value of D is 3·2<ε − V> = 3<p²>, because ε − <V> is the kinetic energy <p²>/2. Expanding 1/(2c² + D),

S₋ ≈ −(2c²/3)[(3 − <p²>/c²)/(2c²) − 3<p²>/(4c⁴)]
= −1 + <p²>/(3c²) + <p²>/(2c²),

S₊ = −S₋ ≈ 1 − (5/6)<p²>/c².

For hydrogenlike 1s, <p²> = Z² at leading order. The computed (1 − S₊)/(Z/c)² is 0.8302 at Z = 5 and 0.8221 at Z = 10, against 5/6 = 0.8333.

The negative-energy part of <r²> is small. It is Σ c²|<n|α_i|a>|²/(E_a − E_n)² ≈ 3/(4c²); at Z = 5 the computed value is 0.7487/c². The large energy difference, a factor of about −2c² in f_n, turns this small weight into a strength of order one: (2/3)(−2c²)(3/(4c²)) = −1.

**4. The sum in each angular channel**

Write the state with radial functions P and Q as

a = (1/r)(P Ω_κ, iQ Ω_−κ), ∫(P² + Q²)dr = 1.

The values κ = −1, 1, −2 denote s1/2, p1/2, p3/2. The radial equations are

c(−Q' + κQ/r) = (E_a − c² − V)P,
c(P' + κP/r) = (E_a + c² − V)Q.

Multiplication by x_i = r r̂_i leads to channels κ'. Since Ω_−κ = −(σ·r̂)Ω_κ and σ·r̂ commutes with r̂_i, the upper and lower components acquire the same angular factor. Channel κ' therefore contains the radial pair (rP, rQ) with a weight w_κ', and Σw_κ' = 1.

Let h_κ' be the radial Hamiltonian. Its action on this pair, with the radial equations used to eliminate V, is

upper: c(−Q − rQ' + κ'Q) + c(rQ' − κQ) = c(κ' − κ − 1)Q,
lower: c(P + rP' + κ'P) − c(rP' + κP) = c(κ' − κ + 1)P.

The inner product with (rP, rQ) is

<ra|(h_κ' − E_a)|ra> = 2c(κ' − κ)∫rPQ dr.

For the integral, multiply the second radial equation by rP, the first by rQ, and subtract:

c[r(PP' + QQ') + κ(P² − Q²)] = 2c² rPQ.

Integration by parts gives ∫r(PP' + QQ')dr = −½. With <β> = ∫(P² − Q²)dr,

∫rPQ dr = (2κ<β> − 1)/(4c).

The strength in channel κ' is thus

F_κ' = w_κ'(κ' − κ)(2κ<β> − 1)/3.

The channels must cancel. To see this directly, use σ·L Ω_κ = −(κ + 1)Ω_κ and L_j r̂_i = r̂_i L_j + iε_jik r̂_k. In Σ_i r̂_i(σ·L)r̂_i the last term contains ε_jik r̂_i r̂_k = 0, so the result is σ·L. Its expectation value gives Σw_κ'κ' = κ, hence Σw_κ'(κ' − κ) = 0.

For 1s the two conditions are w₁ + w₋₂ = 1 and w₁ − 2w₋₂ = −1. They give w₁ = 1/3, w₋₂ = 2/3, and

F(p1/2) = −(2/9)(1 + 2<β>), F(p3/2) = +(2/9)(1 + 2<β>).

In the weak-binding limit these are −2/3 and +2/3. The positive-energy strengths are then 1/3 and 2/3, so the negative-energy strengths are −1 and 0. The reason is visible in α_i a: α_i moves the large s-wave component of 1s into the lower position. The lower component is an s wave in p1/2 but a d wave in p3/2. Positive and negative energies therefore cancel in the total, not within each channel.

**5. What a finite basis computes**

In a finite basis the pseudostates ν are orthonormal and diagonalize h_κ' within the basis. Let Π project onto the basis. Then Πra = Σν<ν|ra>, and

Σ_ν (E_ν − E_a)|<ν|ra>|² = <Πra|(h_κ' − E_a)|Πra>.

The individual pseudostates have disappeared. With the residual δ = ra − Πra, this equals the exact channel value plus

−2<δ|(h_κ' − E_a)ra> + <δ|(h_κ' − E_a)|δ>.

Because δ is orthogonal to the basis, the first term involves only the unrepresented part of (h_κ' − E_a)ra. The error is therefore quadratic in residuals. Both terms contain δ, so the channel sum is exact when ra lies in the basis. It tests how well the basis represents ra, with the residual weighted by h_κ' − E_a.

The total is a weaker test, and for some combinations of state and basis it is empty. The Coulomb 1s state, with the same splines for both components, is an example. It has P ∝ r^γ e^(−Zr) and Q = −λP. The 1/r terms of the radial equations give

c(1 − γ) = λZ, c(1 + γ) = Z/λ.

Adding them gives 2cλ = Z(1 + λ²). The constant term of the first radial equation gives ε = −cλZ = −2c²λ²/(1 + λ²).

Suppose P and Q are expanded in the same splines in both final channels, vanishing at both ends. Projection keeps the ratio, Πra = (F, −λF), whatever the quality of F. As ∫FF'dr = 0, the channel value is

−∫{[Z(1 + λ²) + 2cλκ']/r + ε(1 + λ²) + 2c²λ²}F² dr = −2cλ(1 + κ')∫F²/r dr.

Weighting by w_κ' gives Σw_κ'(1 + κ') = 1 + κ = 0. The total vanishes for every F, good or bad, while each channel value still depends on F.

**6. Worked example: 1s at Z = 50**

The initial state is the exact 1s function for a point nucleus, with ε = −1294.626 hartree, or −35.229 keV. The final channels use B-splines in a box of radius R = 0.8 bohr. With <β> = 0.9310594,

(2/9)(1 + 2 × 0.9310594) = (2/9) × 2.8621188 = 0.6360264.

With the same splines for P and Q, called the common basis below, the pseudospectrum gives

p1/2: 0.2684627 − 0.9044891 = −0.6360264,
p3/2: 0.6380351 − 0.0020087 = +0.6360264.

The total positive part is 0.9065 and the negative part is −0.9065. The leading correction of part 3 would give 1 − (5/6)(50/137.036)² = 0.889; at this charge higher orders are visible.

In this basis the p1/2 sum differs from its exact value by 9 × 10⁻¹⁴. In a deliberately coarse common basis it is off by −0.364, yet the total is still zero to 8 × 10⁻¹⁵, as part 5 requires. A user who looked only at the total would accept the coarse basis.

A dual-balance basis contains the pairs

(F, (F' + κ'F/r)/(2c)) and ((G' − κ'G/r)/(2c), G).

It has no such identity: its coarse total is −0.526, and its fine total is 1 × 10⁻¹⁰. It also reacts to the loss of a single function. For p1/2, where the lower component is an s wave, this basis includes one pair whose G starts linearly in r. Without that pair the p1/2 sum is off by −1.4 × 10⁻³.

The channel formula is not tied to 1s or to the Coulomb potential. It was also tested for a 2p3/2 state in V = −Z exp(−0.1Zr)/r, where the total came out as 2 × 10⁻¹⁰.

**7. A false level that the sum does not see**

The lowest p1/2 levels, in hartree, are

exact: −326.4948, −143.8298,
dual balance: −326.4948, −143.8284,
common splines: −1294.6261, −326.4948.

The common basis has a false p1/2 level at the 1s energy, although its sums are correct. The origin is a symmetry of the matrices. Let S, K and D hold the integrals of B_iB_j, B_iB_j/r and B_iB_j'. The eigenvalue condition is that the determinant of

M_κ(E) = K⊗(κcσ_x − Z) + D⊗(−icσ_y) + S⊗(c²σ_z − E)

vanishes. Define

N = 1 + uσ_x + vσ_z, u = Z/(κc), v = −E/c²,
Ñ = 1 − uσ_x − vσ_z, NÑ = 1 − u² − v² = det N.

Map each 2×2 factor M to −Nσ_xMσ_xN/det N. The three factors behave as follows.

For −icσ_y: σ_xσ_yσ_x = −σ_y and σ_yN = Ñσ_y, so the factor is unchanged.

For κcσ_x − Z: using κcu = Z, both (κcσ_x − Z)N and Ñ(κcσ_x + Z) equal

κcσ_x − Zuσ_x − Zvσ_z + κcv σ_xσ_z.

Multiplying by N from the left shows that the factor becomes −κcσ_x − Z.

For c²σ_z − E: conjugation by σ_x gives −c²σ_z − E. Using c²v = −E, both (c²σ_z + E)N and Ñ(c²σ_z − E) equal

c²σ_z + c²u σ_zσ_x + Euσ_x + Evσ_z,

so the factor is unchanged.

The map therefore turns M_κ into M_−κ. For n splines the determinants of the outer factors contribute (−det N)^n twice, which cancels the denominator (det N)^(2n). Hence det M_κ(E) = det M_−κ(E) wherever det N ≠ 0, and, both sides being polynomials in E, everywhere. The pseudo-energies of κ and −κ coincide. A basis that reproduces 1s for κ = −1 must produce the same level for κ = +1, where no such bound state exists. This proof holds for a point Coulomb potential and a common basis.

In the sum rule this level carries the factor E_ν − E_a ≈ 0. In the fine basis used here its overlap with ra is small as well: it holds 3 × 10⁻¹² of <r²>. Its computed strength is of order 10⁻²³; the energy factor, about 10⁻⁸ hartree, is at the rounding level of the eigenvalues, so only the smallness of this number is meaningful. For the point Coulomb potential, a κ = +1 level at the 1s energy, or a comparison with the known energies, exposes it; the dipole sum does not. In other potentials a false level need not lie at the 1s energy.

**8. A missing function that the sum does see**

In restricted kinetic balance the large functions are B_i and the small ones are B_i' + κ'B_i/r. For κ' ≠ −1 the spline that starts linearly in r is left out, because its small partner would be constant at the origin and its Coulomb integral would diverge. For p1/2, κ' = 1, and every small function satisfies

∫₀^R r(B_i' + B_i/r)dr = ∫₀^R (rB_i)'dr = 0,

because B_i(R) = 0. The normalized small-component function χ = √(3/R³) r is therefore missing, however many splines are used. It is the only missing function. Integration by parts shows that a function y orthogonal to all B_i' + κ'B_i/r obeys −y' + κ'y/r = 0, so y ∝ r^κ'. For κ' = 1 this is χ. For p3/2, κ' = −2, it is r^(−2), which is not square integrable, so that channel loses nothing. In the limit of many splines the p1/2 projection is Πra = (rP, rQ − gχ), with g = <χ|rQ>.

The lower component of (h₁ − E_a)ra is 3cP by part 4. Moreover <χ|V|χ> = −(3Z/R³)(R²/2) = −3Z/(2R). With p = <χ|P> and the prefactor (2/3)(1/3), the total changes from zero to

Δ = (2/9)[−6cgp + g²(−3Z/(2R) − 2c² − ε)].

For weak binding Q ≈ (P' − P/r)/(2c). Integrating by parts, ∫r²Q dr = −(3/(2c))∫rP dr, so g = −3p/(2c). The bracket becomes 9p² − (9/2)p² = (9/2)p², and Δ ≈ p². With P = 2Z^(3/2) r e^(−Zr), ∫rP dr = 4Z^(−3/2), which gives

Δ ≈ 48/(ZR)³.

For R = 0.8 bohr the computed total is 6.783 × 10⁻⁴, and the full formula gives the same to these digits. For R = 0.4 bohr both are 5.413 × 10⁻³. The weak-binding estimates are 7.5 × 10⁻⁴ and 6.0 × 10⁻³. The defect falls as the box grows, not as splines are added.

This basis has no false level at the 1s energy; its lowest p1/2 level is −326.4950 hartree. The two bases fail in opposite ways: common splines satisfy the sum and contain an intruder, while restricted balance has no such intruder and misses the sum.

**9. Using the test**

Compute the strengths with both signs of energy retained, and compare each channel with F_κ', not just the total with zero. The formula for F_κ' assumes that a solves the radial equations, so an inexact initial state can itself cause a deviation. If a and the integrals are accurate, a deviation shows that ra has a residual outside the basis; changing the box and the number of splines separately helps to find out why. Agreement concerns only this energy-weighted sum, which by part 5 does not depend on the individual pseudostates. It leaves the levels unchecked, and also sums with E_ν − E_a in the denominator, such as a polarizability, where a false level near E_a is amplified instead of suppressed. These need their own comparison. The numerical check covers the channel sums, the false level and the missing function.

Numbers as computed

```
speed of light c = 137.035999 a.u.; nuclear charge Z = 50
box radius R = 0.800 bohr; splines before trimming = 56
exact 1s energy = -1294.62615 hartree = -35.2286 keV
<beta> in 1s = 0.93105940; <r^2> = 1.105384e-03 bohr^2
integral r P Q dr = -5.22147251e-03 bohr
angular weights: p1/2 0.333333, p3/2 0.666667
channel rule (2/9)(1+2<beta>) = 0.6360264 (dimensionless)
[common] strengths, dimensionless:
  p1/2: positive 0.2684627, negative -0.9044891, sum -0.6360264
  p3/2: positive 0.6380351, negative -0.0020087, sum 0.6360264
  all: positive 0.9064979, negative -0.9064979, total -1.14e-13
  lowest two p1/2 levels: -1294.6261, -326.4948 hartree
[dual] strengths, dimensionless:
  p1/2: positive 0.2684627, negative -0.9044891, sum -0.6360264
  p3/2: positive 0.6380351, negative -0.0020087, sum 0.6360264
  all: positive 0.9064979, negative -0.9064979, total 1.14e-10
  lowest two p1/2 levels: -326.4948, -143.8284 hartree
[restricted] strengths, dimensionless:
  p1/2: positive 0.2684622, negative -0.9038103, sum -0.6353481
  p3/2: positive 0.6380351, negative -0.0020087, sum 0.6360264
  all: positive 0.9064974, negative -0.9058191, total 6.78e-04
  lowest two p1/2 levels: -326.4950, -143.8286 hartree
dual basis without linear small spline: p1/2 sum off by -1.363e-03
exact 2p1/2 energy = -326.4948 hartree
exact 3p1/2 energy = -143.8298 hartree
largest kappa=+1/-1 level gap over largest |E| = 1.1e-15
intruder: strength 3.4e-23, share of <r^2> 2.9e-12
restricted balance, R = 0.80 bohr: total 6.782879e-04, predicted 6.782878e-04, 48/(ZR)^3 = 7.500000e-04
restricted balance, R = 0.40 bohr: total 5.412841e-03, predicted 5.412866e-03, 48/(ZR)^3 = 6.000000e-03
common basis, p1/2 sum off by: fine 9.0e-14, coarse -3.640e-01
coarse totals: common 8.0e-15, dual -5.260e-01
screened 2p3/2 (V = -Z exp(-0.1 Z r)/r): energy -118.3631 hartree, total 1.8e-10
(1-S_plus)/(Z/c)^2: Z=5 0.83016, Z=10 0.82205, extrapolated 0.83827, 5/6 = 0.83333
c^2 times negative-energy part of <r^2>, Z=5: 0.74868
```
